# Lehmann representation of the time-ordered one-particle Green's function: verification in Python

```python
"""Lehmann representation of the time-ordered one-particle Green's function.

Result under test, for operators A and B that each remove one electron:
  G_AB(E) = sum_s f_A f_B^* / (E - e_add + i eta)
          + sum_s g_A g_B^* / (E - e_rem - i eta)
  f_A = <N|A|N+1,s>,  e_add = E(N+1,s) - E(N)
  g_A = <N-1,s|A|N>,  e_rem = E(N) - E(N-1,s)
The definition is G_AB(tau) = -(i/hbar) <N|T[A(tau) B^dagger(0)]|N>,
transformed with exp(i E tau/hbar) exp(-eta |tau|/hbar).
Energies are in eV and times in fs. The models are Hubbard clusters
with hopping matrix hop, on-site interaction U, intersite interaction V.
"""
import numpy as np
from scipy import constants
from scipy.linalg import expm

HBAR = constants.hbar / constants.e * 1e15
ETA = 0.2
DT = 0.005


def annihilators(count):
    """Fermion matrices; spin orbital index is 2*site + spin."""
    lower = np.array([[0.0, 1.0], [0.0, 0.0]])
    sign = np.diag([1.0, -1.0])
    result = []
    for p in range(count):
        matrix = np.eye(1)
        for q in range(count):
            factor = sign if q < p else lower if q == p else np.eye(2)
            matrix = np.kron(matrix, factor)
        result.append(matrix)
    return result


def hamiltonian(c, hop, U, V=0.0):
    sites = len(hop)
    n = [op.T @ op for op in c]
    H = np.zeros(c[0].shape, dtype=complex)
    for i in range(sites):
        H += U * n[2 * i] @ n[2 * i + 1]
        for j in range(sites):
            for spin in range(2):
                H += hop[i, j] * c[2 * i + spin].T @ c[2 * j + spin]
            if i < j:
                H += V * (n[2*i] + n[2*i+1]) @ (n[2*j] + n[2*j+1])
    return H


def sector(H, c, electrons):
    """Energies and full-space eigenvectors at fixed electron number."""
    number = np.diag(sum(op.T @ op for op in c))
    index = np.where(np.abs(number - electrons) < 1e-9)[0]
    energies, small = np.linalg.eigh(H[np.ix_(index, index)])
    vectors = np.zeros((len(H), len(index)), dtype=complex)
    vectors[index] = small
    return energies, vectors


def amplitudes(H, c, state, electrons, op):
    energy = np.vdot(state, H @ state).real
    e_plus, v_plus = sector(H, c, electrons + 1)
    e_minus, v_minus = sector(H, c, electrons - 1)
    f = state.conj() @ op @ v_plus
    g = v_minus.conj().T @ op @ state
    return e_plus - energy, f, energy - e_minus, g


def lehmann(E, data_a, data_b):
    e_add, fa, e_rem, ga = data_a
    fb, gb = data_b[1], data_b[3]
    E = np.asarray(E)[..., None]
    return (np.sum(fa * fb.conj() / (E - e_add + 1j * ETA), axis=-1)
            + np.sum(ga * gb.conj() / (E - e_rem - 1j * ETA), axis=-1))


def trajectory(step, vector, doublings=15):
    """Columns are the vector after 0, 1, 2, ... time steps."""
    states = vector.reshape(-1, 1).astype(complex)
    for _ in range(doublings):
        states = np.hstack([states, step @ states])
        step = step @ step
    return states[:, :-1]


def time_green(H, state, A, B):
    """Both time orders from Heisenberg evolution, without eigenstates."""
    forward = expm(-1j * H * DT / HBAR)
    backward = forward.conj().T
    ref = trajectory(forward, state)
    added = trajectory(forward, B.conj().T @ state)
    positive = -1j / HBAR * np.sum(ref.conj() * (A @ added), axis=0)
    ref = trajectory(backward, state)
    removed = trajectory(backward, B @ state)
    negative = 1j / HBAR * np.sum(removed.conj() * (A @ ref), axis=0)
    return positive, negative


def transform(E, green):
    """Simpson integration over positive and negative times."""
    positive, negative = green
    tau = DT * np.arange(len(positive))
    weight = np.ones(len(tau))
    weight[1:-1:2] = 4
    weight[2:-1:2] = 2
    weight *= DT / 3 * np.exp(-ETA * tau / HBAR)
    phase = np.exp(1j * E * tau / HBAR)
    return np.sum(weight * (phase * positive + phase.conj() * negative))


def recover_poles(green, points):
    """Poles of a rational function with len(points)/2 poles."""
    z = np.array(points, dtype=complex)
    count = len(z) // 2
    G = np.array([transform(E, green) for E in points])
    powers = z[:, None] ** np.arange(count)
    matrix = np.hstack([powers, -G[:, None] * powers])
    solution = np.linalg.solve(matrix, G * z ** count)
    roots = np.roots(np.r_[1, solution[count:][::-1]])
    return roots[np.argsort(roots.real)]


def merged(energies, weights):
    """Add weights of degenerate final states; omit zero weights."""
    result = []
    for energy, weight in sorted(zip(energies, weights)):
        if weight < 1e-10:
            continue
        if result and abs(result[-1][0] - energy) < 1e-8:
            result[-1][1] += weight
        else:
            result.append([energy, weight])
    return np.array(result)


# Two-site model with two electrons
t, U = 1.0, 4.0
c2 = annihilators(4)
hop2 = np.array([[0.0, -t], [-t, 0.0]])
H2 = hamiltonian(c2, hop2, U)
e1, _ = sector(H2, c2, 1)
e2, v2 = sector(H2, c2, 2)
e3, _ = sector(H2, c2, 3)
ground = v2[:, 0]
assert e2[1] - e2[0] > 0.1
bond = (c2[0] + c2[2]) / np.sqrt(2)
anti = (c2[0] - c2[2]) / np.sqrt(2)
D = np.sqrt(U**2 / 4 + 4 * t**2)
E2 = U / 2 - D
major, minor = (1 + 2 * t / D) / 2, (1 - 2 * t / D) / 2
assert abs(e2[0] - E2) < 1e-10

expected = {
    "bonding": ([E2 + t, major], [U + t - E2, minor]),
    "antibonding": ([E2 - t, minor], [U - t - E2, major]),
}
report = {}
for name, op in (("bonding", bond), ("antibonding", anti)):
    data = amplitudes(H2, c2, ground, 2, op)
    add = merged(data[0], abs(data[1]) ** 2)
    rem = merged(data[2], abs(data[3]) ** 2)
    assert add.shape == rem.shape == (1, 2)
    assert np.allclose(rem[0], expected[name][0], atol=1e-9)
    assert np.allclose(add[0], expected[name][1], atol=1e-9)
    green = time_green(H2, ground, op, op)
    for E in (-3.0, 0.1, 2.0, 3.9, 6.0):
        assert abs(transform(E, green) - lehmann(E, data, data)) < 1e-6
    poles = recover_poles(green, [-2.0, 0.5, 3.5, 6.5])
    exact = np.array([rem[0, 0] + 1j * ETA, add[0, 0] - 1j * ETA])
    assert np.allclose(poles, exact, atol=1e-5)
    peaks = [transform(rem[0, 0], green), transform(add[0, 0], green)]
    assert peaks[0].imag > 0 > peaks[1].imag
    report[name] = (rem[0], add[0], poles, peaks, green, data)

# Time dependence and return from energy to time
rem, add, _, _, green, data = report["bonding"]
index = round(1.0 / DT)
tau = index * DT
later = 1j * HBAR * green[0][index]
earlier = 1j * HBAR * green[1][index]
assert abs(later - add[1] * np.exp(-1j * add[0] * tau / HBAR)) < 1e-9
assert abs(earlier + rem[1] * np.exp(1j * rem[0] * tau / HBAR)) < 1e-9
jump = 1j * HBAR * (green[0][0] - green[1][0])
assert abs(jump - 1) < 1e-10
energy_grid = np.linspace(-2000, 2000, 200001)
spectrum = lehmann(energy_grid, data, data)
for time, direct in ((tau, later), (-tau, earlier)):
    integrand = np.exp(-1j * energy_grid * time / HBAR) * spectrum
    area = np.sum((integrand[1:] + integrand[:-1]) / 2)
    back = 1j * area * (energy_grid[1] - energy_grid[0]) / (2 * np.pi)
    # The finite energy window leaves an error of order 1e-4.
    assert abs(back - direct * np.exp(-ETA * tau / HBAR)) < 1e-3

# Three sites, complex hopping, off-diagonal functions and sum rules
c3 = annihilators(6)
hop3 = np.array([[0.0, -1.0, -0.6],
                 [-1.0, 0.3, -0.8 * np.exp(0.7j)],
                 [-0.6, -0.8 * np.exp(-0.7j), -0.2]])
H3 = hamiltonian(c3, hop3, 4.0, 0.5)
energies3, vectors3 = sector(H3, c3, 2)
assert energies3[1] - energies3[0] > 0.05
state3 = vectors3[:, 0]
data3 = [amplitudes(H3, c3, state3, 2, c3[2 * i]) for i in range(3)]
green3 = time_green(H3, state3, c3[0], c3[4])
largest_error = 0.0
for E in (-2.5, -0.5, 1.0, 3.0):
    error = abs(transform(E, green3) - lehmann(E, data3[0], data3[2]))
    largest_error = max(largest_error, error)
assert largest_error < 1e-6
for i in range(3):
    for j in range(3):
        added = np.sum(data3[i][1] * data3[j][1].conj())
        removed = np.sum(data3[i][3] * data3[j][3].conj())
        density = np.vdot(state3, c3[2*j].T @ c3[2*i] @ state3)
        assert abs(added + removed - (i == j)) < 1e-10
        assert abs(removed - density) < 1e-10


def all_poles(data):
    add = merged(data[0][0], sum(abs(d[1]) ** 2 for d in data))
    rem = merged(data[0][2], sum(abs(d[3]) ** 2 for d in data))
    return rem, add


rem3, add3 = all_poles(data3)
interacting_count = len(rem3) + len(add3)
assert interacting_count > 3
H_free = hamiltonian(c3, hop3, 0.0)
free_state = sector(H_free, c3, 2)[1][:, 0]
free_data = [amplitudes(H_free, c3, free_state, 2, c3[2*i])
             for i in range(3)]
free_rem, free_add = all_poles(free_data)
orbitals = np.linalg.eigvalsh(hop3)
assert len(free_rem) == 1 and len(free_add) == 2
assert np.allclose(free_rem[:, 0], orbitals[:1], atol=1e-9)
assert np.allclose(free_add[:, 0], orbitals[1:], atol=1e-9)

# Attraction reverses the energy order for a one-electron reference
U_attractive = -4.0
H_attractive = hamiltonian(c2, hop2, U_attractive)
vacuum = sector(H_attractive, c2, 0)[1][:, 0]
one = bond.T @ vacuum
one_energy = sector(H_attractive, c2, 1)[0][0]
assert np.linalg.norm(H_attractive @ one - one_energy * one) < 1e-10
bond_down = (c2[1] + c2[3]) / np.sqrt(2)
up_green = time_green(H_attractive, one, bond, bond)
down_green = time_green(H_attractive, one, bond_down, bond_down)
removal_pole = recover_poles(up_green, [-2.0, 0.5])[0]
addition_poles = recover_poles(down_green, [-5.0, -2.0, 1.0, 3.0])
pair_energy = sector(H_attractive, c2, 2)[0][0]
assert abs(removal_pole - (one_energy + 1j * ETA)) < 1e-5
assert abs(addition_poles[0] - (pair_energy-one_energy-1j*ETA)) < 1e-5
assert np.allclose(addition_poles.imag, -ETA, atol=1e-5)
assert addition_poles[0].real < removal_pole.real

print(f"hbar = {HBAR:.6f} eV fs")
print(f"Two-site model: t = {t:.1f} eV, U = {U:.1f} eV")
print(f"Broadening eta = {ETA:.1f} eV")
print(f"D = {D:.6f} eV")
print(f"Ground energy, 2 electrons = {e2[0]:.6f} eV")
print(f"Energies, 1 electron = {e1[0]:.6f}, {e1[-1]:.6f} eV")
print(f"Energies, 3 electrons = {e3[0]:.6f}, {e3[-1]:.6f} eV")
print(f"Configuration probabilities = {major:.6f}, {minor:.6f}")
for name in ("bonding", "antibonding"):
    rem, add, poles, peaks, _, _ = report[name]
    print(f"{name}: removal energy = {rem[0]:.6f} eV")
    print(f"{name}: removal weight = {rem[1]:.6f}")
    print(f"{name}: addition energy = {add[0]:.6f} eV")
    print(f"{name}: addition weight = {add[1]:.6f}")
    print(f"{name}: removal pole from time data = {poles[0]:.5f} eV")
    print(f"{name}: addition pole from time data = {poles[1]:.5f} eV")
    print(f"{name}: Im G at removal energy = {peaks[0].imag:.5f} 1/eV")
    print(f"{name}: Im G at addition energy = {peaks[1].imag:.5f} 1/eV")
gap = e3[0] + e1[0] - 2 * e2[0]
print(f"Gap between addition and removal = {gap:.6f} eV")
print(f"Bonding G at 2 eV, time integral = "
      f"{transform(2.0, green):.6f} 1/eV")
print(f"Bonding G at 2 eV, Lehmann sum = "
      f"{lehmann(2.0, data, data):.6f} 1/eV")
print(f"Bonding i*hbar*G at +{tau:.1f} fs, undamped = {later:.6f}")
print(f"Bonding i*hbar*G at -{tau:.1f} fs, undamped = {earlier:.6f}")
print(f"Equal-time jump of i*hbar*G = {jump.real:.6f}")
print(f"Three-site poles with interaction = {interacting_count}")
print(f"Three-site poles without interaction = "
      f"{len(free_rem) + len(free_add)}")
print(f"Three-site largest transform error = {largest_error:.1e} 1/eV")
print(f"Attractive model: U = {U_attractive:.1f} eV, 1 electron")
print(f"Attractive removal pole = {removal_pole:.5f} eV")
print(f"Attractive lowest addition pole = {addition_poles[0]:.5f} eV")
print("PASS")
```

Running it gives:

```
hbar = 0.658212 eV fs
Two-site model: t = 1.0 eV, U = 4.0 eV
Broadening eta = 0.2 eV
D = 2.828427 eV
Ground energy, 2 electrons = -0.828427 eV
Energies, 1 electron = -1.000000, 1.000000 eV
Energies, 3 electrons = 3.000000, 5.000000 eV
Configuration probabilities = 0.853553, 0.146447
bonding: removal energy = 0.171573 eV
bonding: removal weight = 0.853553
bonding: addition energy = 5.828427 eV
bonding: addition weight = 0.146447
bonding: removal pole from time data = 0.17157+0.20000j eV
bonding: addition pole from time data = 5.82843-0.20000j eV
bonding: Im G at removal energy = 4.26685 1/eV
bonding: Im G at addition energy = -0.72690 1/eV
antibonding: removal energy = -1.828427 eV
antibonding: removal weight = 0.146447
antibonding: addition energy = 3.828427 eV
antibonding: addition weight = 0.853553
antibonding: removal pole from time data = -1.82843+0.20000j eV
antibonding: addition pole from time data = 3.82843-0.20000j eV
antibonding: Im G at removal energy = 0.72690 1/eV
antibonding: Im G at addition energy = -4.26685 1/eV
Gap between addition and removal = 3.656854 eV
Bonding G at 2 eV, time integral = 0.423156+0.048466j 1/eV
Bonding G at 2 eV, Lehmann sum = 0.423156+0.048466j 1/eV
Bonding i*hbar*G at +1.0 fs, undamped = -0.123306-0.079007j
Bonding i*hbar*G at -1.0 fs, undamped = -0.824719-0.219981j
Equal-time jump of i*hbar*G = 1.000000
Three-site poles with interaction = 11
Three-site poles without interaction = 3
Three-site largest transform error = 6.8e-10 1/eV
Attractive model: U = -4.0 eV, 1 electron
Attractive removal pole = -1.00000+0.20000j eV
Attractive lowest addition pole = -3.82843-0.20000j eV
PASS
```
